**Reduced-current optimization of a segmented thermoelectric leg**

The program integrates $d\Phi/dT=\alpha-\rho\kappa u$ from hot to cold, where $u=-J/(\kappa\,dT/dx)$ is the reduced current and $\Phi=\alpha T+1/u$ is the heat flux per unit current density $J$. The symbols $\alpha$, $\rho$ and $\kappa$ denote Seebeck coefficient, resistivity and thermal conductivity. The efficiency $1-\Phi_c/\Phi_h$ is optimized by solving $K+\ln(\Phi_c/\Phi_h)=0$ with $K=\int\rho\kappa u^2\,dT$. Assertions compare the segmented design with an energy-balance solution in position space, the optimum with direct maximization, and the constant-property case with its closed formula. Further assertions cover the reduced-current equation, error contraction, convexity on a grid, the mismatch-loss identity, the zero of local efficiency and the junction condition. The output gives 8.34 % for the two-segment leg, against 9.06 % for its cold segment alone and a local ideal of 11.55 %. Rescaling the hot material at fixed $z(T)=\alpha^2/(\rho\kappa)$ raises the efficiency to 11.44 % when the compatibility factors are equal at the junction.

## Check in Python

```python
"""
Efficiency of a thermoelectric leg with temperature-dependent properties.

Result under test: with u = -J/(kappa dT/dx) and Phi = alpha*T + 1/u,
    du/dT = rho*kappa*u^3 + u^2*T*dalpha/dT,   dPhi/dT = alpha - rho*kappa*u,
    efficiency = 1 - Phi_cold/Phi_hot.
The single optimum obeys K + ln(Phi_cold/Phi_hot) = 0, K = int rho*kappa*u^2 dT.
The loss against the local ideal is
    ln[(1-eta)/(1-eta_ideal)] = int g*(y-1)^2/(1+y*(m-1)) dT/T,
    y = u/s, s = (m-1)/(alpha*T), m = sqrt(1+zT), g = (m-1)/(m+1).

Symbols: T temperature (K), J current density (A/m^2), alpha Seebeck
coefficient (V/K), rho resistivity (ohm m), kappa thermal conductivity (W/m/K),
z = alpha^2/(rho*kappa), s compatibility factor (1/V), Phi heat flux over J (V).
Current and heat both run from the hot end to the cold end (p-type leg).
"""
from collections import namedtuple
import numpy as np
from scipy.constants import sigma as stefan_boltzmann
from scipy.integrate import solve_ivp, solve_bvp
from scipy.optimize import brentq, minimize_scalar

Material = namedtuple("Material", "alpha rho kappa")
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def gauss(f, a, b):
    """Gauss-Legendre integral of a smooth function from a to b."""
    x = 0.5 * (a + b) + 0.5 * (b - a) * NODES
    return 0.5 * (b - a) * np.sum(WEIGHTS * f(x))


def build(law, f=1.0, k=1.0):
    """Material from linear laws; alpha scaled by f, rho by f^2, kappa by k."""
    def line(name, scale):
        value, slope = law[name]
        return lambda T: scale * (value + slope * (T - law["Tref"]))
    return Material(line("alpha", 1e-6 * f), line("rho", 1e-6 * f**2),
                    line("kappa", k))


def local_optimum(mat, T):
    """m = sqrt(1+zT) and compatibility factor s."""
    a = mat.alpha(T)
    m = np.sqrt(1 + a**2 * T / (mat.rho(T) * mat.kappa(T)))
    return m, (m - 1) / (a * T)


def reduced_efficiency(mat, T, u):
    """Local efficiency divided by the local Carnot factor dT/T."""
    a = mat.alpha(T)
    return T * (a - mat.rho(T) * mat.kappa(T) * u) / (a * T + 1 / u)


def march(leg, phi_hot):
    """Integrate Phi from hot to cold; leg = [(material, T_top, T_bottom), ...]."""
    phi, K, JL, sols, phis = phi_hot, 0.0, [], [], [phi_hot]
    for mat, top, bottom in leg:
        def rhs(T, y, mat=mat):
            u = 1 / (y[0] - mat.alpha(T) * T)
            rk = mat.rho(T) * mat.kappa(T)
            return [mat.alpha(T) - rk * u, rk * u**2, mat.kappa(T) * u]
        r = solve_ivp(rhs, (top, bottom), [phi, 0.0, 0.0], method="DOP853",
                      rtol=1e-10, atol=1e-13, dense_output=True)
        assert r.success
        phi = r.y[0, -1]
        K -= r.y[1, -1]
        JL.append(-r.y[2, -1])
        sols.append(r.sol)
        phis.append(phi)
    return dict(phis=phis, K=K, JL=JL, sols=sols, eta=1 - phi / phi_hot)


def phi_from_u(leg, u_hot):
    mat, top, _ = leg[0]
    return mat.alpha(top) * top + 1 / u_hot


def optimize(leg):
    """Root of the exact optimum condition in the hot-end value of u."""
    def condition(u_hot):
        r = march(leg, phi_from_u(leg, u_hot))
        return r["K"] + np.log(r["phis"][-1] / r["phis"][0])
    u_hot = brentq(condition, 0.2, 6.0, xtol=1e-11)
    result = march(leg, phi_from_u(leg, u_hot))
    result["u_hot"] = u_hot
    return result


def u_profile(leg, result, k):
    mat, sol = leg[k][0], result["sols"][k]
    return lambda T: 1 / (sol(T)[0] - mat.alpha(T) * T)


def budget(leg, result):
    """Ideal gain and mismatch loss of each segment, in units of ln Phi."""
    ideal, loss = [], []
    for k, (mat, top, bottom) in enumerate(leg):
        u = u_profile(leg, result, k)

        def gain(T):
            m, _ = local_optimum(mat, T)
            return (m - 1) / (m + 1) / T

        def penalty(T):
            m, s = local_optimum(mat, T)
            y = u(T) / s
            return gain(T) * (y - 1)**2 / (1 + y * (m - 1))
        ideal.append(gauss(gain, bottom, top))
        loss.append(gauss(penalty, bottom, top))
    return np.array(ideal), np.array(loss)


def solve_in_space(mats, lengths, J, T_hot, T_cold):
    """Energy balance in position; efficiency = load voltage * J / heat input."""
    n, total = len(mats), sum(lengths)

    def rhs(xi, y):
        out = np.empty_like(y)
        for k, mat in enumerate(mats):
            T, g = y[2 * k], y[2 * k + 1]          # g = heat flux / J
            slope = J * (mat.alpha(T) * T - g) / mat.kappa(T)
            out[2 * k] = lengths[k] * slope
            out[2 * k + 1] = lengths[k] * (mat.alpha(T) * slope + mat.rho(T) * J)
        return out

    def ends(a, b):
        res = [a[0] - T_hot, b[2 * n - 2] - T_cold]
        for k in range(n - 1):
            res += [b[2 * k] - a[2 * k + 2], b[2 * k + 1] - a[2 * k + 3]]
        return np.array(res)

    xi = np.linspace(0, 1, 41)
    guess, start = np.zeros((2 * n, xi.size)), 0.0
    for k, mat in enumerate(mats):
        T = T_hot - (T_hot - T_cold) * (start + lengths[k] * xi) / total
        guess[2 * k] = T
        guess[2 * k + 1] = (mat.alpha(T) * T
                            + mat.kappa(T) * (T_hot - T_cold) / (total * J))
        start += lengths[k]
    r = solve_bvp(rhs, ends, xi, guess, tol=1e-8, max_nodes=20000)
    assert r.success, r.message
    voltage = 0.0
    for k, mat in enumerate(mats):
        top, bottom = r.sol(0.0)[2 * k], r.sol(1.0)[2 * k]
        voltage += gauss(mat.alpha, bottom, top)
        voltage -= J * lengths[k] * gauss(lambda x: mat.rho(r.sol(x)[2 * k]), 0, 1)
    return voltage / r.sol(0.0)[1], r.sol


# ---------------- example: rough typical property laws -----------------------
T_COLD, T_JOIN, T_HOT = 400.0, 800.0, 1100.0
COLD_LAW = dict(Tref=400.0, alpha=(140.0, 0.20), rho=(11.0, 0.022),
                kappa=(1.7, -0.0005))
HOT_LAW = dict(Tref=800.0, alpha=(200.0, 0.13), rho=(23.0, 0.020),
               kappa=(4.4, -0.0005))
LENGTH, WIDTH = 5e-3, 3e-3                       # m
cold, hot = build(COLD_LAW), build(HOT_LAW)
leg = [(hot, T_HOT, T_JOIN), (cold, T_JOIN, T_COLD)]
leg_cold = [(cold, T_JOIN, T_COLD)]
leg_hot = [(hot, T_HOT, T_JOIN)]

best, best_cold, best_hot = optimize(leg), optimize(leg_cold), optimize(leg_hot)
ideal, loss = budget(leg, best)
eta_ideal = 1 - np.exp(-ideal.sum())
J = sum(best["JL"]) / LENGTH
lengths = [jl / J for jl in best["JL"]]

# ---------------- tests ------------------------------------------------------
# Constant properties: textbook closed form of the maximum efficiency.
const = Material(lambda T: 180e-6 + 0 * T, lambda T: 15e-6 + 0 * T,
                 lambda T: 1.6 + 0 * T)
M = np.sqrt(1 + (180e-6)**2 / (15e-6 * 1.6) * 0.5 * (T_JOIN + T_COLD))
closed = (1 - T_COLD / T_JOIN) * (M - 1) / (M + T_COLD / T_JOIN)
eta_const = optimize([(const, T_JOIN, T_COLD)])["eta"]
assert abs(eta_const - closed) < 1e-8

# Segmented design against the energy balance solved in position space.
eta_space, field = solve_in_space([hot, cold], lengths, J, T_HOT, T_COLD)
T_join_space = field(1.0)[0]
assert abs(eta_space - best["eta"]) < 1e-6
assert abs(T_join_space - T_JOIN) < 1e-2

# Reduced-current equation, from the spatial solution by finite differences.
for x in (0.2, 0.5, 0.8):
    T3, g3 = field(np.array([x - 0.005, x, x + 0.005]))[2:4]
    u3 = 1 / (g3 - cold.alpha(T3) * T3)
    measured = (u3[2] - u3[0]) / (T3[2] - T3[0])
    T, u = T3[1], u3[1]
    formula = (cold.rho(T) * cold.kappa(T) * u**3
               + u**2 * T * COLD_LAW["alpha"][1] * 1e-6)
    assert abs(measured / formula - 1) < 1e-3

# Single material: direct scan of current at fixed length finds the same optimum.
J_cold = best_cold["JL"][0] / LENGTH
scan = minimize_scalar(
    lambda r: -solve_in_space([cold], [LENGTH], r * J_cold, T_JOIN, T_COLD)[0],
    bounds=(0.6, 1.4), method="bounded", options=dict(xatol=1e-5))
assert abs(-scan.fun - best_cold["eta"]) < 1e-6
assert abs(scan.x - 1) < 2e-3

# Segmented leg: direct maximization agrees with the root condition.
direct = minimize_scalar(lambda u: -march(leg, phi_from_u(leg, u))["eta"],
                         bounds=(0.2, 6.0), method="bounded",
                         options=dict(xatol=1e-8))
assert abs(-direct.fun - best["eta"]) < 1e-8
assert abs(direct.x - best["u_hot"]) < 1e-3

# Contraction of errors and convexity, which makes the optimum unique.
step, phi0 = 1e-4, best["phis"][0]
slope = (march(leg, phi0 + step)["phis"][-1]
         - march(leg, phi0 - step)["phis"][-1]) / (2 * step)
assert abs(slope - np.exp(-best["K"])) < 1e-5
grid = np.linspace(phi_from_u(leg, 6.0), phi_from_u(leg, 0.3), 25)
ends_cold = np.array([march(leg, p)["phis"][-1] for p in grid])
assert np.all(np.diff(ends_cold, 2) > 0)

# Exact loss identity, and the compromise u > s somewhere, u < s elsewhere.
assert abs(np.log((1 - best["eta"]) / (1 - eta_ideal)) - loss.sum()) < 1e-7
ratios = []
for k, (mat, top, bottom) in enumerate(leg):
    T = np.linspace(bottom, top, 50)
    ratios.append(u_profile(leg, best, k)(T) / local_optimum(mat, T)[1])
assert min(r.min() for r in ratios) < 1 < max(r.max() for r in ratios)

# Local efficiency vanishes at u = (m+1)s and is negative beyond it.
m_hot, s_hot = local_optimum(hot, T_JOIN)
m_cold, s_cold = local_optimum(cold, T_JOIN)
assert abs(reduced_efficiency(hot, T_JOIN, (m_hot + 1) * s_hot)) < 1e-12
assert reduced_efficiency(hot, T_JOIN, 1.05 * (m_hot + 1) * s_hot) < 0


# Junction: locate each side's best Phi numerically, without the formula for s.
def best_phi(mat, T):
    base = mat.alpha(T) * T
    r = minimize_scalar(lambda p: -reduced_efficiency(mat, T, 1 / (p - base)),
                        bounds=(base + 0.05, base + 3.0), method="bounded",
                        options=dict(xatol=1e-10))
    return r.x


f_match = (m_cold / s_cold) / (m_hot / s_hot)    # equal alpha*T + 1/s
f_equal_s = s_hot / s_cold                       # equal s
phi_cold_side = best_phi(cold, T_JOIN)
phi_matched = best_phi(build(HOT_LAW, f_match), T_JOIN)
phi_equal_s = best_phi(build(HOT_LAW, f_equal_s), T_JOIN)
assert abs(phi_matched - phi_cold_side) < 1e-5
assert abs(phi_equal_s - phi_cold_side) > 1e-2

# Same z(T), different compatibility.
series = []
for f in (1.0, 0.7, f_match, f_equal_s):
    mat = build(HOT_LAW, f)
    trial = [(mat, T_HOT, T_JOIN), (cold, T_JOIN, T_COLD)]
    r = optimize(trial)
    assert r["eta"] < eta_ideal
    series.append((f, local_optimum(mat, T_JOIN)[1] / s_cold, r["eta"]))
assert series[2][2] > series[1][2] > series[0][2]

# ---------------- neglected effects for this leg -----------------------------
CONTACT, THERMAL_CONTACT, EMISSIVITY = 1e-9, 1e-5, 0.3   # ohm m2, m2 K/W, 1
voltage = best["phis"][0] - best["phis"][-1]
q_hot = J * best["phis"][0]
contact_share = 3 * CONTACT * J / voltage
radiated = 0.0
for k, (mat, top, bottom) in enumerate(leg):
    u = u_profile(leg, best, k)
    radiated += gauss(lambda T: EMISSIVITY * stefan_boltzmann
                      * (T**4 - T_COLD**4) * mat.kappa(T) * u(T) / J, bottom, top)
radiation_share = radiated * 4 / WIDTH / q_hot
eta_kappa = [optimize([(build(HOT_LAW, 1.0, k), T_HOT, T_JOIN),
                       (cold, T_JOIN, T_COLD)])["eta"] for k in (0.9, 1.1)]

# ---------------- output -----------------------------------------------------
print(f"temperatures cold/junction/hot: {T_COLD:.0f} {T_JOIN:.0f} {T_HOT:.0f} K")
for name, law in (("cold", COLD_LAW), ("hot", HOT_LAW)):
    print(f"{name} segment laws: value + slope*(T - {law['Tref']:.0f} K)")
    for prop, unit in (("alpha", "uV/K"), ("rho", "uohm m"), ("kappa", "W/m/K")):
        print(f"  {prop}: {law[prop][0]:g} {unit}, slope {law[prop][1]:g} per K")
print("place: zT, m, s (1/V), u at optimum (1/V), u/s")
for label, k, T in (("hot end", 0, T_HOT), ("junction, hot side", 0, T_JOIN),
                    ("junction, cold side", 1, T_JOIN), ("cold end", 1, T_COLD)):
    m, s = local_optimum(leg[k][0], T)
    u = u_profile(leg, best, k)(T)
    print(f"  {label}: {m*m-1:.3f} {m:.3f} {s:.3f} {u:.3f} {u/s:.3f}")
print("Phi hot/junction/cold: " + " ".join(f"{p:.5f}" for p in best["phis"]) + " V")
print(f"K at optimum: {best['K']:.5f}; exp(-K): {np.exp(-best['K']):.5f}")
print(f"efficiency, segmented leg: {100*best['eta']:.3f} %")
print(f"efficiency, position-space solution: {100*eta_space:.3f} %")
print(f"junction T, position-space solution: {T_join_space:.3f} K")
print(f"local ideal efficiency: {100*eta_ideal:.3f} %")
print(f"cold segment alone, 400-800 K: {100*best_cold['eta']:.3f} %")
print(f"hot segment alone, 800-1100 K: {100*best_hot['eta']:.3f} %")
print("budget in ln Phi: ideal gain, mismatch loss, net")
for name, a, b in zip(("hot", "cold"), ideal, loss):
    print(f"  {name} segment: {a:.5f} {b:.5f} {a-b:.5f}")
print(f"  sum: {ideal.sum():.5f} {loss.sum():.5f} {ideal.sum()-loss.sum():.5f}")
print(f"leg length: {1e3*LENGTH:.1f} mm; width: {1e3*WIDTH:.1f} mm")
print(f"hot/cold segment length: {1e3*lengths[0]:.3f} {1e3*lengths[1]:.3f} mm")
print(f"J*L: {sum(best['JL']):.1f} A/m; J: {J/1e4:.2f} A/cm2")
print(f"load voltage: {1e3*voltage:.2f} mV; heat input: {q_hot/1e4:.2f} W/cm2")
print(f"output power density: {J*voltage/1e4:.3f} W/cm2")
print("same z(T), hot alpha scaled by f: f, s_hot/s_cold, efficiency")
for tag, (f, ratio, eta) in zip(("original", "intermediate", "junction match",
                                 "equal s"), series):
    print(f"  {tag}: {f:.4f} {ratio:.4f} {100*eta:.3f} %")
print(f"best Phi at junction, cold side: {phi_cold_side:.4f} V")
print(f"best Phi, hot side, match/equal s: {phi_matched:.4f} {phi_equal_s:.4f} V")
print(f"constant-property check: {100*eta_const:.4f} %, closed {100*closed:.4f} %")
print(f"contact resistance assumed: {CONTACT*1e10:.1f} uohm cm2, 3 contacts")
print(f"  share of load voltage lost: {100*contact_share:.2f} %")
print(f"thermal contact assumed: {THERMAL_CONTACT*1e4:.2f} cm2 K/W")
print(f"  temperature drop at hot contact: {q_hot*THERMAL_CONTACT:.2f} K")
print(f"side radiation to 400 K, emissivity {EMISSIVITY:.1f}")
print(f"  share of heat input: {100*radiation_share:.1f} %")
print(f"hot kappa -10 %/+10 %: {100*eta_kappa[0]:.3f} {100*eta_kappa[1]:.3f} %")
print("no test failed")
```

It prints:

```
temperatures cold/junction/hot: 400 800 1100 K
cold segment laws: value + slope*(T - 400 K)
  alpha: 140 uV/K, slope 0.2 per K
  rho: 11 uohm m, slope 0.022 per K
  kappa: 1.7 W/m/K, slope -0.0005 per K
hot segment laws: value + slope*(T - 800 K)
  alpha: 200 uV/K, slope 0.13 per K
  rho: 23 uohm m, slope 0.02 per K
  kappa: 4.4 W/m/K, slope -0.0005 per K
place: zT, m, s (1/V), u at optimum (1/V), u/s
  hot end: 0.510 1.229 0.870 1.532 1.761
  junction, hot side: 0.316 1.147 0.920 1.355 1.472
  junction, cold side: 1.304 1.518 2.942 1.385 0.471
  cold end: 0.419 1.191 3.416 1.277 0.374
Phi hot/junction/cold: 0.91550 0.89813 0.83914 V
K at optimum: 0.08709; exp(-K): 0.91659
efficiency, segmented leg: 8.341 %
efficiency, position-space solution: 8.341 %
junction T, position-space solution: 800.000 K
local ideal efficiency: 11.550 %
cold segment alone, 400-800 K: 9.060 %
hot segment alone, 800-1100 K: 2.650 %
budget in ln Phi: ideal gain, mismatch loss, net
  hot segment: 0.02688 0.00773 0.01915
  cold segment: 0.09586 0.02792 0.06794
  sum: 0.12274 0.03564 0.08709
leg length: 5.0 mm; width: 3.0 mm
hot/cold segment length: 3.437 1.563 mm
J*L: 2708.0 A/m; J: 54.16 A/cm2
load voltage: 76.36 mV; heat input: 49.58 W/cm2
output power density: 4.136 W/cm2
same z(T), hot alpha scaled by f: f, s_hot/s_cold, efficiency
  original: 1.0000 0.3128 8.341 %
  intermediate: 0.7000 0.4469 9.999 %
  junction match: 0.4139 0.7559 11.396 %
  equal s: 0.3128 1.0000 11.444 %
best Phi at junction, cold side: 0.5159 V
best Phi, hot side, match/equal s: 0.5159 0.3900 V
constant-property check: 9.3576 %, closed 9.3576 %
contact resistance assumed: 10.0 uohm cm2, 3 contacts
  share of load voltage lost: 2.13 %
thermal contact assumed: 0.10 cm2 K/W
  temperature drop at hot contact: 4.96 K
side radiation to 400 K, emissivity 0.3
  share of heat input: 14.1 %
hot kappa -10 %/+10 %: 8.877 7.867 %
no test failed
```
